**Equal porosity and two-point function, different permittivity**

The program tests the weak-contrast series k = M − p(1−p)D²/(3M) + p(1−p)(m−p)D³/(3M²) for two-phase dielectrics whose symmetry makes k the same in all directions. Here k is the effective relative permittivity, p the porosity, D the pore permittivity minus the solid permittivity, M the volume-mean permittivity, and m the share of the squared first-order field that lies in the pores. It asserts that the structures in each of two pairs have equal porosity and equal two-point functions, and that the second- and third-order coefficients extracted from full field solutions agree with the series. It also asserts that m agrees with an explicit three-point sum, that the Fourier solver reproduces exact laminate values, and that a finite-volume solver gives k within 2% and the gap within 20% for the main pair. At 50% porosity, with solid and pore permittivities 4 and 1, the output shows k = 2.215 and 2.141 for a structure and its phase-exchanged partner. Their three-point bounds overlap at this contrast and are separate for pore permittivities between about 1.31 and 4. A second pair, at 29.6% porosity, differs by only about 0.001 in k. A rod network congruent with its own inverse shows no difference, so equal two-point functions allow different permittivities but do not require them.

## Numerical verification

```python
"""
Result under test: porosity and the complete two-point function do not fix
the permittivity k of a two-phase dielectric.  For cubic symmetry
  k = M - p(1-p) D^2/(3M) + p(1-p)(m-p) D^3/(3M^2) + O(D^4)
p: porosity, D: pore minus solid permittivity, M: volume-mean permittivity,
m: share of the squared first-order field lying in the pores (three-point
information).  Structures with equal p and equal two-point function can have
different m.  All permittivities are relative to vacuum.
Bounds built from p and m have a width of order D^4, so they separate two
structures with different m when the contrast is weak enough.
Fields live on periodic voxel grids.  Each geometric block is split into an
even number of voxels per edge, so the indicator has no Nyquist component and
the Nyquist waves can be left out of the projector.
"""
from functools import lru_cache
import numpy as np
from scipy import constants, ndimage
from scipy.fft import rfftn, irfftn, fftn, ifftn
from scipy.optimize import brentq


@lru_cache(maxsize=None)
def wavevectors(n):
    full = np.fft.fftfreq(n, 1.0 / n)
    half = np.arange(n // 2 + 1, dtype=float)
    k = np.array(np.meshgrid(full, full, half, indexing="ij"))
    k2 = np.sum(k**2, axis=0)
    keep = (k2 > 0) & np.all(np.abs(k) < n / 2, axis=0)
    inverse = np.where(keep, 1.0 / np.where(k2 > 0, k2, 1.0), 0.0)
    return k, inverse


def project(field):
    """Curl-free, zero-mean part of a periodic vector field."""
    n = field.shape[-1]
    k, inverse = wavevectors(n)
    f = rfftn(field, axes=(1, 2, 3))
    longitudinal = np.sum(k * f, axis=0) * inverse
    return irfftn(k * longitudinal, s=(n, n, n), axes=(1, 2, 3))


def conjugate_gradient(apply, b, tol):
    x = np.zeros_like(b)
    r = b.copy()
    d = r.copy()
    rr = start = np.sum(r * r)
    if start < 1e-20:
        return x
    for _ in range(2000):
        ad = apply(d)
        step = rr / np.sum(d * ad)
        x += step * d
        r -= step * ad
        new = np.sum(r * r)
        if new < tol**2 * start:
            return x
        d = r + (new / rr) * d
        rr = new
    raise RuntimeError("conjugate gradient did not converge")


def unit_field(shape, axis):
    e = np.zeros((3,) + shape)
    e[axis] = 1.0
    return e


def solve(eps, axis=0, tol=1e-11):
    """Mean flux vector for unit mean field along axis, and the field."""
    e = unit_field(eps.shape, axis)
    h = conjugate_gradient(lambda u: project(eps * u),
                           -project(eps * e), tol)
    total = e + h
    return np.mean(eps * total, axis=(1, 2, 3)), total


def finite_volume(eps, tol=1e-7):
    """Independent solver: voxel-centre potentials, harmonic face values."""
    g = []
    for j in range(3):
        other = np.roll(eps, -1, j)
        g.append(2 * eps * other / (eps + other))

    def apply(u):
        out = np.zeros_like(u)
        for j in range(3):
            flux = g[j] * (np.roll(u, -1, j) - u)
            out -= flux - np.roll(flux, 1, j)
        return out
    u = conjugate_gradient(apply, g[0] - np.roll(g[0], 1, 0), tol)
    return np.mean(g[0] * (1 + np.roll(u, -1, 0) - u))


def refine(chi, r):
    return np.kron(chi, np.ones((r, r, r)))


def two_point(chi):
    return ifftn(np.abs(fftn(chi))**2).real / chi.size


def first_order(chi):
    """Second-order shape factor and pore share m of the squared field."""
    p = chi.mean()
    v = project((chi - p) * unit_field(chi.shape, 0))
    v2 = np.sum(v**2, axis=0)
    factor = np.mean((chi - p) * v[0]) / (p * (1 - p))
    return factor, np.mean(chi * v2) / np.mean(v2)


def weak(chi, d):
    return solve(1 + d * (chi - chi.mean()))[0][0]


def series_from_solutions(chi):
    """Second and third series coefficients at unit mean permittivity."""
    even, odd = [], []
    for d in (0.05, 0.10):
        plus, minus = weak(chi, d), weak(chi, -d)
        even.append(((plus + minus) / 2 - 1) / d**2)
        odd.append((plus - minus) / 2 / d**3)
    return (4 * even[0] - even[1]) / 3, (4 * odd[0] - odd[1]) / 3


def three_point_sum(chi):
    """Mean of chi*|v|^2 as an explicit double sum over the bispectrum."""
    n = chi.shape[0]
    c = fftn(chi) / chi.size
    line = np.arange(-(n // 2) + 1, n // 2)
    k = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
    k = k[np.any(k != 0, axis=1)]
    amp = c[tuple((k % n).T)] * k[:, 0] / np.sum(k**2, axis=1)
    total = 0.0
    for q, a in zip(k, amp):
        third = c[tuple(((-k - q) % n).T)]
        total += a * np.sum(amp * (k @ q) * third)
    return total.real


def three_point_bounds(es, ep, p, m):
    d, s = ep - es, 1 / ep - 1 / es
    upper = es + p * d - p * (1 - p) * d**2 / (3 * (es + m * d))
    n = (1 - p + m) / 2
    inv = 1 / es + p * s - 2 * p * (1 - p) * s**2 / (3 * (1 / es + n * s))
    return 1 / inv, upper


def coated_spheres(matrix, inclusion, f):
    b = (inclusion - matrix) / (inclusion + 2 * matrix)
    return matrix * (1 + 3 * f * b / (1 - f * b))


# Geometry: near-spherical pores with windows, and the exchanged structure
odd = np.abs(2 * np.arange(12) - 11)
grid = np.array(np.meshgrid(odd, odd, odd, indexing="ij"))
r2 = np.sum(grid**2, axis=0)
pore_a = ((r2 < 139) | ((r2 == 139) & (grid.max(axis=0) == 11))).astype(float)
pore_b = 1 - pore_a
# Geometry: tetrahedral motif on tetrahedral sites, motif then inverted
s = np.array(np.meshgrid(*[[-1, 0, 1]] * 3, indexing="ij"))
nonzero = np.sum(s != 0, axis=0)
sites = ((nonzero == 2) | (np.prod(s, axis=0) == 1)).astype(float)
motif = (np.indices((2, 2, 2)).sum(axis=0) % 2 == 0).astype(float)
pore_c = np.kron(sites, motif)
pore_d = np.kron(sites, motif[::-1, ::-1, ::-1])
# Geometry: rod network congruent with its own inverse
inner = np.abs(2 * np.arange(4) - 3) == 1
rods = (np.sum(np.meshgrid(inner, inner, inner), axis=0) >= 2).astype(float)

p_a, p_c = pore_a.mean(), pore_c.mean()
assert p_a == 0.5 and pore_b.mean() == p_a and pore_d.mean() == p_c
s2a, s2b = two_point(pore_a), two_point(pore_b)
s2_gap_ab = np.max(np.abs(s2a - s2b))
s2_gap_cd = np.max(np.abs(two_point(pore_c) - two_point(pore_d)))
assert s2_gap_ab < 1e-12 and s2_gap_cd < 1e-12
direct = np.mean(pore_a * np.roll(pore_a, (2, 1, 3), (0, 1, 2)))
assert abs(direct - s2a[2, 1, 3]) < 1e-12
for phase in (pore_a, pore_b):
    assert ndimage.label(np.tile(phase, (2, 2, 2)))[1] == 1


def triple(chi):
    return np.mean(chi * np.roll(chi, 3, 0) * np.roll(chi, 3, 1))


# Solver against exact laminate values; two-point anisotropy matters there
layers = np.zeros((16, 16, 16))
layers[:8] = 1
lam = 4 - 3 * layers
assert abs(solve(lam, 0)[0][0] - 1 / np.mean(1 / lam)) < 1e-8
assert abs(solve(lam, 1)[0][1] - np.mean(lam)) < 1e-8
factor_layers = first_order(layers)[0]
assert abs(factor_layers - 1) < 1e-10

# Series coefficients from full solutions against the derived formula
a24, b24 = refine(pore_a, 2), refine(pore_b, 2)
c24, d24 = refine(pore_c, 4), refine(pore_d, 4)
shares, thirds = {}, {}
for name, chi in (("A", a24), ("B", b24), ("C", c24), ("D", d24)):
    p = chi.mean()
    factor, shares[name] = first_order(chi)
    assert abs(factor - 1 / 3) < 1e-10
    second, thirds[name] = series_from_solutions(chi)
    formula = p * (1 - p) * (shares[name] - p) / 3
    assert abs(second + p * (1 - p) / 3) < 1e-5
    assert abs(thirds[name] - formula) < 2e-3 * abs(formula) + 1e-6
gap_cd = thirds["C"] - thirds["D"]
gap_formula = p_c * (1 - p_c) * (shares["C"] - shares["D"]) / 3
assert abs(gap_cd - gap_formula) < 0.02 * abs(gap_formula)
ratio = ((weak(a24, 0.1) - weak(b24, 0.1))
         / (weak(a24, 0.05) - weak(b24, 0.05)))
assert abs(ratio - 8) < 0.2

# The pore share of the field is a functional of the three-point function
for chi6 in (pore_c, pore_d):
    chi = refine(chi6, 2)
    p = chi.mean()
    by_field = first_order(chi)[1] * p * (1 - p) / 3
    assert abs(three_point_sum(chi) - by_field) < 1e-10

# Worked example at full contrast
eps_solid, eps_pore, eps_filled = 4.0, 1.0, 3.0
contrast = eps_pore - eps_solid


def film(chi, pore=eps_pore, tol=1e-8):
    return solve(eps_solid + (pore - eps_solid) * chi, tol=tol)


rod16 = refine(rods, 4)
rod_k, rod_inverse_k = film(rod16)[0][0], film(1 - rod16)[0][0]
assert abs(rod_k - rod_inverse_k) < 1e-6
assert abs(first_order(rod16)[1] - 0.5) < 1e-10

coarse = {"A": film(a24)[0][0], "B": film(b24)[0][0]}
fine = {"A": refine(pore_a, 4), "B": refine(pore_b, 4),
        "C": refine(pore_c, 8), "D": refine(pore_d, 8)}
k, m, bounds, estimate, pore_e2 = {}, {}, {}, {}, {}
for name, chi in fine.items():
    p = chi.mean()
    flux, field = film(chi)
    k[name] = flux[0]
    assert np.max(np.abs(flux[1:])) < 1e-6
    pore_e2[name] = np.mean(chi * np.sum(field**2, axis=0))
    m[name] = first_order(chi)[1]
    bounds[name] = three_point_bounds(eps_solid, eps_pore, p, m[name])
    assert bounds[name][0] < k[name] < bounds[name][1]
    mean = eps_solid + p * contrast
    estimate[name] = (mean - p * (1 - p) * contrast**2 / (3 * mean)
                      + p * (1 - p) * (m[name] - p) * contrast**3
                      / (3 * mean**2))


# Bounds of A and B: clear distance (positive) or overlap (negative)
def clearance(pore):
    low_a = three_point_bounds(eps_solid, pore, p_a, m["A"])[0]
    high_b = three_point_bounds(eps_solid, pore, p_a, m["B"])[1]
    return low_a - high_b


for pore in (eps_filled, 3.5, 3.9):
    assert clearance(pore) > 0
separation_limit = brentq(clearance, eps_pore, eps_filled)
filled_k, filled_bounds = {}, {}
for name in "AB":
    filled_k[name] = film(fine[name], eps_filled)[0][0]
    filled_bounds[name] = three_point_bounds(eps_solid, eps_filled,
                                             p_a, m[name])
    assert filled_bounds[name][0] < filled_k[name] < filled_bounds[name][1]

gap_m_coarse, gap_m = shares["C"] - shares["D"], m["C"] - m["D"]
assert abs(gap_m) > 1e-4 and gap_m * gap_m_coarse > 0
hs_low = coated_spheres(eps_pore, eps_solid, 1 - p_a)
hs_high = coated_spheres(eps_solid, eps_pore, p_a)
assert hs_low < k["B"] < k["A"] < hs_high
fv = {x: finite_volume(eps_solid + contrast * fine[x]) for x in "AB"}
dk = k["A"] - k["B"]
assert all(abs(fv[x] / k[x] - 1) < 0.02 for x in "AB")
assert abs((fv["A"] - fv["B"]) / dk - 1) < 0.2

# Sizes of neglected effects
pitch, thickness, skin = 6e-9, 200e-9, 0.3e-9
eps_water, frequency = 80.0, 100e9
water = dk / ((eps_water - eps_pore) * pore_e2["B"])


def middle(p):
    return (coated_spheres(eps_solid, eps_pore, p)
            + coated_spheres(eps_pore, eps_solid, 1 - p)) / 2


slope = (middle(p_a + 1e-4) - middle(p_a - 1e-4)) / 2e-4
faces = sum(np.sum(pore_a != np.roll(pore_a, 1, j)) for j in range(3))
area = faces / pore_a.size / (pitch / 12)
retard = (2 * np.pi * frequency * pitch / constants.c)**2 * k["A"]
cap = {x: constants.epsilon_0 * k[x] / thickness * 1e5 for x in "AB"}

print(f"solid, pore permittivity: {eps_solid:.1f}, {eps_pore:.1f}")
print(f"porosity A and B: {100*p_a:.1f} %; C and D: {100*p_c:.2f} %")
print(f"pitch {pitch*1e9:.1f} nm, film {thickness*1e9:.0f} nm, "
      f"window width {pitch*4/12*1e9:.1f} nm")
print(f"largest S2 difference A-B {s2_gap_ab:.1e}, C-D {s2_gap_cd:.1e}")
for shift in (1, 3, 6):
    print(f"S2 at {shift*pitch/12*1e9:.1f} nm along x: "
          f"A {s2a[shift,0,0]:.5f}, B {s2b[shift,0,0]:.5f}")
print(f"three-point probability, right triangle with legs "
      f"{3*pitch/12*1e9:.1f} nm: A {triple(pore_a):.5f}, "
      f"B {triple(pore_b):.5f}")
print(f"second-order factor: cubic {first_order(a24)[0]:.6f}, "
      f"across layers {factor_layers:.6f}")
for x in "ABCD":
    print(f"{x}: pore share m, 24^3 grid {shares[x]:.5f}, "
          f"48^3 grid {m[x]:.5f}")
for x in "ABCD":
    print(f"{x}: third coefficient from solutions, 24^3: {thirds[x]:.6f}")
print(f"A-B gap ratio when weak contrast doubles: {ratio:.4f}")
print(f"two-point (Hashin-Shtrikman) bounds, A and B: "
      f"{hs_low:.4f} to {hs_high:.4f}")
for x in "ABCD":
    print(f"{x}: three-point bounds {bounds[x][0]:.4f} to "
          f"{bounds[x][1]:.4f}, third-order estimate {estimate[x]:.4f}")
print(f"empty pores: lower bound A minus upper bound B = "
      f"{clearance(eps_pore):.4f}")
print(f"bounds of A and B separate above pore permittivity "
      f"{separation_limit:.3f}")
for x in "AB":
    print(f"{x}, pores filled to {eps_filled:.1f}: k = {filled_k[x]:.5f}, "
          f"bounds {filled_bounds[x][0]:.5f} to {filled_bounds[x][1]:.5f}")
for x in "AB":
    print(f"{x}: k = {k[x]:.4f} (48^3), {coarse[x]:.4f} (24^3), "
          f"{fv[x]:.4f} (finite volume, 48^3)")
print(f"k(A)-k(B) = {dk:.4f}, or {100*dk/k['B']:.2f} % of k(B)")
print(f"capacitance per area: A {cap['A']:.3f}, B {cap['B']:.3f} nF/cm2")
print(f"C: k = {k['C']:.5f}; D: k = {k['D']:.5f}; "
      f"C-D = {k['C']-k['D']:.5f} (48^3)")
print(f"m(C)-m(D): {gap_m_coarse:.5f} (24^3), {gap_m:.5f} (48^3)")
print(f"self-inverse rods: k {rod_k:.5f}, exchanged {rod_inverse_k:.5f}")
print(f"water permittivity taken (rough): {eps_water:.0f}")
print(f"evenly spread water in B able to hide gap: at least "
      f"{100*water:.3f} % of pore volume")
print(f"porosity shift equal to gap: {100*dk/abs(slope):.2f} points")
print(f"interface area (voxel shape): {area*1e-9:.3f} nm2/nm3")
print(f"solid within {skin*1e9:.1f} nm of a surface (rough): "
      f"{100*area*skin/(1-p_a):.0f} %")
print(f"one cell relative to film thickness: {100*pitch/thickness:.1f} %")
print(f"retardation parameter at {frequency/1e9:.0f} GHz: {retard:.1e}")
print("all assertions hold")
```

Output:

```
solid, pore permittivity: 4.0, 1.0
porosity A and B: 50.0 %; C and D: 29.63 %
pitch 6.0 nm, film 200 nm, window width 2.0 nm
largest S2 difference A-B 0.0e+00, C-D 2.8e-17
S2 at 0.5 nm along x: A 0.44444, B 0.44444
S2 at 1.5 nm along x: A 0.35417, B 0.35417
S2 at 3.0 nm along x: A 0.29630, B 0.29630
three-point probability, right triangle with legs 1.5 nm: A 0.26042, B 0.25116
second-order factor: cubic 0.333333, across layers 1.000000
A: pore share m, 24^3 grid 0.40936, 48^3 grid 0.40958
B: pore share m, 24^3 grid 0.59064, 48^3 grid 0.59042
C: pore share m, 24^3 grid 0.48500, 48^3 grid 0.48149
D: pore share m, 24^3 grid 0.48729, 48^3 grid 0.48377
A: third coefficient from solutions, 24^3: -0.007553
B: third coefficient from solutions, 24^3: 0.007553
C: third coefficient from solutions, 24^3: 0.013115
D: third coefficient from solutions, 24^3: 0.013274
A-B gap ratio when weak contrast doubles: 8.0048
two-point (Hashin-Shtrikman) bounds, A and B: 2.0000 to 2.2857
A: three-point bounds 2.1441 to 2.2294, third-order estimate 2.2326
B: three-point bounds 2.0716 to 2.1635, third-order estimate 2.1674
C: three-point bounds 2.7806 to 2.8663, third-order estimate 2.8741
D: three-point bounds 2.7796 to 2.8657, third-order estimate 2.8737
empty pores: lower bound A minus upper bound B = -0.0194
bounds of A and B separate above pore permittivity 1.314
A, pores filled to 3.0: k = 3.47672, bounds 3.47649 to 3.47679
B, pores filled to 3.0: k = 3.47548, bounds 3.47525 to 3.47556
A: k = 2.2153 (48^3), 2.2157 (24^3), 2.2093 (finite volume, 48^3)
B: k = 2.1412 (48^3), 2.1416 (24^3), 2.1339 (finite volume, 48^3)
k(A)-k(B) = 0.0741, or 3.46 % of k(B)
capacitance per area: A 9.807, B 9.479 nF/cm2
C: k = 2.83912; D: k = 2.83803; C-D = 0.00109 (48^3)
m(C)-m(D): -0.00229 (24^3), -0.00228 (48^3)
self-inverse rods: k 2.19111, exchanged 2.19111
water permittivity taken (rough): 80
evenly spread water in B able to hide gap: at least 0.109 % of pore volume
porosity shift equal to gap: 2.64 points
interface area (voxel shape): 0.667 nm2/nm3
solid within 0.3 nm of a surface (rough): 40 %
one cell relative to film thickness: 3.0 %
retardation parameter at 100 GHz: 3.5e-10
all assertions hold
```
